# Why close silicon collisions open L-shell vacancies: the promoted 4f-sigma orbital

## A case that can be seen through

Take one electron and two bare nuclei, each of charge $Z$. When the nuclei are far apart, an L-shell electron belongs to a one-nucleus level with $n'=2$. In atomic units its energy is $-Z^2/(2\cdot 2^2)=-Z^2/8$. When the nuclei coincide, their charge is $2Z$ and a level has energy $-(2Z)^2/(2n^2)=-2Z^2/n^2$.

Now place a $2p$ orbital on each nucleus, both along the axis and pointing the same way. Along the axis the signs read $-\,+\,-\,+$: one change at each nucleus and one midway. Squeezed into one atom, a wave with three sign changes in angle is an $f$ wave, and the lowest $f$ level has $n=4$. Its energy is $-2Z^2/16=-Z^2/8$. The nuclear charge has doubled and the electron has gained nothing, while its neighbours have become more deeply bound. This is the promotion of the $4f\sigma$ orbital, named after its united-atom end.

The vacancies meant here are missing electrons in the L shell, not missing atoms in the lattice. Promotion does not create them by itself. It brings L electrons to energies where empty places exist; the nuclear motion must then transfer them.

## Why the orbital has no choice

Hold the nuclei fixed at separation $R$ and leave out their mutual repulsion. With distances $r_a,r_b$ to the nuclei, define

$$\xi=\frac{r_a+r_b}{R},\qquad \eta=\frac{r_a-r_b}{R},$$

so that $z=\frac R2\xi\eta$ and $\rho=\frac R2\sqrt{(\xi^2-1)(1-\eta^2)}$. Differentiating $z$ and $\rho$ gives the squared scale factors

$$h_\xi^2=\frac{R^2}{4}\left[\eta^2+\frac{\xi^2(1-\eta^2)}{\xi^2-1}\right]=\frac{R^2}{4}\frac{\xi^2-\eta^2}{\xi^2-1},\qquad h_\eta^2=\frac{R^2}{4}\frac{\xi^2-\eta^2}{1-\eta^2},$$

and $h_\phi=\rho$. Hence $h_\eta h_\phi/h_\xi=\frac R2(\xi^2-1)$, $h_\xi h_\phi/h_\eta=\frac R2(1-\eta^2)$ and $h_\xi h_\eta h_\phi=\frac{R^3}{8}(\xi^2-\eta^2)$. For a wave $X(\xi)Y(\eta)e^{im\phi}$, with $m\ge0$, the Laplacian acts as

$$\nabla^2=\frac{4}{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta-\frac{m^2}{\xi^2-1}-\frac{m^2}{1-\eta^2}\right].$$

The last two terms are $-m^2/\rho^2$, split by partial fractions. The attraction is

$$-\frac Z{r_a}-\frac Z{r_b}=-\frac{2Z}{R}\left[\frac1{\xi+\eta}+\frac1{\xi-\eta}\right]=-\frac{4Z\xi}{R(\xi^2-\eta^2)}.$$

Multiply $\left(\frac12\nabla^2+E-V\right)\psi=0$ by $R^2(\xi^2-\eta^2)/2$ and set $p^2=-ER^2/2$. Each term now depends on one variable, so with a separation constant $A$

$$[(\xi^2-1)X']'+QX=0,\qquad Q=A+2ZR\xi-p^2\xi^2-\frac{m^2}{\xi^2-1},$$

$$[(1-\eta^2)Y']'+\left[-A+p^2\eta^2-\frac{m^2}{1-\eta^2}\right]Y=0.$$

As $R$ changes, $X$ and $Y$ change smoothly. Two nodes cannot merge, because a function and slope that vanish together at an interior point make the solution vanish everywhere. Nor can a node leave through $\eta=\pm1$ or $\xi=1$, where the regular solution, apart from its factor $(1-\eta^2)^{m/2}$ or $(\xi^2-1)^{m/2}$, is not zero.

Infinity needs its own argument, since $X$ vanishes there. For a bound state $p^2>0$, so $Q<0$ beyond some finite $\xi$. In that region

$$[(\xi^2-1)XX']'=(\xi^2-1)X'^2-QX^2>0.$$

If $X$ had a node there, $XX'$ would start from zero and be positive farther out, so $X^2$ would grow and could not decay. All nodes therefore stay within a finite range, and none can escape. The node numbers $n_\xi$ and $n_\eta$ are fixed for the whole approach.

**United atom.** As $R\to0$, $p^2\to0$ and the $\eta$ equation becomes Legendre's, with $l=n_\eta+m$. The variable $R\xi/2$ becomes the radius, so $n_\xi$ counts radial nodes and

$$n=n_\xi+n_\eta+m+1.$$

**Separated atoms.** Near the nucleus at $\eta=1$ put $\lambda=R(\xi-1)$ and $\mu=R(1-\eta)$, so that $\lambda+\mu=2r_b$. For large $R$, $\xi^2-1\approx2\lambda/R$, $1-\eta^2\approx2\mu/R$ and $p^2/R^2\to Z^2/(4n'^2)$. Dividing both equations by $2R$ gives

$$(\mu Y')'+\left[C-\frac{Z^2\mu}{4n'^2}-\frac{m^2}{4\mu}\right]Y=0,\qquad C=\frac{p^2-A}{2R},$$

and the same form for $X(\lambda)$ with $C'=(A+2ZR-p^2)/(2R)$. Thus $C+C'=Z$. The bounded solutions are $\mu^{m/2}e^{-Z\mu/2n'}$ times a polynomial with $n_2$ nodes. Matching the highest power requires $C=\frac{Z}{n'}\left(n_2+\frac{m+1}2\right)$, and likewise for $C'$ with $n_1$. Adding them gives $n'=n_1+n_2+m+1$. Here $n_1=n_\xi$. The nodes of $Y$ are shared equally by the two nuclei, an odd one remaining at the midpoint, so $n_2=\lfloor n_\eta/2\rfloor$ and

$$n'=n_\xi+\lfloor n_\eta/2\rfloor+m+1.$$

For $4f\sigma$, $(n_\xi,n_\eta,m)=(0,3,0)$ gives $n'=2$ and $n=4$. The ratio of united to isolated binding is $(2n'/n)^2$: it is 1 for $4f\sigma$, 4 for $2s\sigma$ and $2p\pi$, and $16/9$ for $3p\sigma$, $3d\sigma$ and $3d\pi$. These are all the orbitals that two L shells form.

The nodes show the cause. With $m=0$, $n_2=1$ and $n'=2$, the function is $Y=(1-Z\mu/2)e^{-Z\mu/4}$. Its node lies at $\mu=2/Z$, or $\eta=1-2/(ZR)$. At $ZR=40$ this predicts 0.95; the full equation gives 0.951. As $R\to0$ the node moves to the zero of $P_3$ at $\sqrt{3/5}=0.7746$, which the calculation also gives at $ZR=0.05$. For bare nuclei this separated state is an equal mixture of $2s$ and $2p$, not the pure $2p$ of the opening sketch, so its node is displaced from the nucleus; the count of three is the same. A node inside each atom has become an angular node of the pair, and angular nodes bring a centrifugal barrier.

## Between the two ends

Equal end energies do not mean a flat curve. At large $R$ the other nucleus adds $-Z/R$, and its field acts on the lopsided atomic state. With $x=Z\mu/2$ and $y=Z\lambda/2$, the density times volume is proportional to $(1-x)^2(x+y)e^{-x-y}$, and the displacement toward the other nucleus is $(\mu-\lambda)/2=(x-y)/Z$. The normalization integral is $3+1=4$ and the integral of $x-y$ is $14-2=12$, so the mean displacement is $3/Z$. Expanding the distant attraction to first order in displacement gives

$$E\approx-\frac{Z^2}{8}-\frac ZR-\frac3{R^2}.$$

At small $R$, for $r>R/2$, the two attractions are $-\frac{2Z}{r}\left[1+\frac{R^2}{4r^2}P_2(\cos\theta)+\dots\right]$. For an $f$ wave with $m=0$, $\langle\cos^2\theta\rangle=\frac{16}{63}+\frac{9}{35}=\frac{23}{45}$, hence $\langle P_2\rangle=\frac{4}{15}$. Its radial function is $x^3e^{-x/2}$, where now $x=Zr$, so $\langle r^{-3}\rangle=Z^3\,5!/8!=Z^3/336$. The degenerate $4p$ level does not mix at this order, since its radial function is proportional to $x(x^2-10x+20)e^{-x/2}$ and the coupling integral is $5!-10\cdot4!+20\cdot3!=0$. Thus

$$E\approx-\frac{Z^2}{8}-2Z\,\frac{R^2}{4}\,\frac4{15}\,\frac{Z^3}{336}=-\frac{Z^2}{8}-\frac{Z^4R^2}{2520}.$$

For bare silicon nuclei, $Z=14$, both ends lie at $-667$ eV. The small-$R$ formula gives $-670.4$ eV at 0.05 Å, equal to the computed value. The large-$R$ formula gives $-954$ eV at 0.8 Å, against $-949$ eV computed. Between these ends the orbital passes through a trough. From 0.4 to 0.2 Å it rises from $-1002$ to $-747$ eV, while $3d\sigma$ falls from $-1417$ to $-1650$ eV.

The M-shell orbital $3p\pi$, with $(1,0,1)$, has $n'=3$ and $n=3$. It starts above $4f\sigma$ and ends below it, so the curves must cross. Their different $m$ forbids mixing while the axis is fixed. The crossing lies at $ZR=6.56$, or 0.248 Å for $Z=14$. This bare distance does not apply to silicon atoms, whose other electrons screen the nuclei.

## What screening changes

For silicon, give each atom the frozen, neutral Molière potential

$$v(r)=-\frac{14}{r}\varphi\!\left(\frac ra\right),\qquad \varphi(x)=0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}.$$

The length $a=0.213$ Å was set so that the isolated $2p$ level lies at $-100$ eV, a rough value for the silicon L shell. One electron moves in the sum of the two potentials.

With bare nuclei the two end energies are equal; with screening the united end lies higher than the separated one. When the centres coincide, an $f$ electron feels

$$\frac{6}{r^2}-\frac{28}{r}\varphi=\frac{6-28r\varphi}{r^2}.$$

The largest value of $x\varphi(x)$ is 0.484, near $x=2.1$. With $a=0.403$ atomic units, $28r\varphi$ reaches at most about 5.5, below 6. The effective potential is repulsive everywhere, so this model has no bound $4f$ level. A real ionized pair has an attractive Coulomb tail and can hold a shallow one.

The screened problem no longer separates, so two odd $\sigma$ levels generally avoid each other. The third odd $\sigma$ level, which starts from atomic $2p$, runs as follows:

| $R$ (Å) | third odd $\sigma$ (eV) | fourth odd $\sigma$ (eV) |
|---|---:|---:|
| 1.0 | −113.4 | −7.0 |
| 0.7 | −113.1 | −8.9 |
| 0.5 | −71.8 | −11.8 |
| 0.4 | −17.6 | −13.4 |
| 0.3 | −18.5 | 2.5 |

Between 0.7 and 0.4 Å it rises by 95.5 eV. The third even $\sigma$ level, its partner, falls from $-145$ to $-199$ eV over the same interval. Near 0.4 Å the third and fourth odd levels come within 4.2 eV or less. Inside that distance the third curve leads to united-atom $4p$, and the promoted character passes to the fourth level, which in this model is no longer bound at 0.35 Å. The positive value at 0.3 Å is a level of the finite basis standing for unbound motion; its size has no meaning, and a more diffuse basis lowers it to about 0.2 eV.

The outermost crossing with the second odd $\pi$ level, which comes from silicon $3p$, lies at 0.418 Å and $-27.7$ eV. Two silicon atoms bring four $3p$ electrons to twelve places, so the $3p$ shells have empty places. This particular $\pi$ level holds only four electrons, two in the component that rotation reaches, so whether it is open depends on how the valence electrons are arranged, which a one-electron model does not decide.

## How an electron might leave

In axes that turn with the nuclei at rate $\dot\theta$, the Hamiltonian gains a term $-\dot\theta L_x$, with $L_x$ perpendicular to the collision plane. It changes $m$ by one and keeps parity, so it may connect odd $\sigma$ to odd $\pi$. It vanishes head-on. For impact parameter $b$ and distant relative speed $v_0$, conservation of angular momentum gives $\dot\theta=v_0b/R^2$.

Consider a 50 keV atom of mass 28 u striking one at rest with $b=0.209$ Å, half the crossing distance. Then $\hbar v_0=3.86$ eV Å and $\hbar\dot\theta=3.86\times0.209/0.418^2=4.6$ eV. The matrix element of $L_x$ at the crossing is $0.016\hbar$, and the coupling is $H=0.07$ eV.

Near the crossing, let the level difference change by $F$ per unit distance and let $v$ be the radial speed. To first order in a constant $H$, the transition probability is

$$P\approx\frac{H^2}{\hbar^2}\left|\int_{-\infty}^{\infty}e^{iFvt^2/2\hbar}\,dt\right|^2=\frac{2\pi H^2}{\hbar vF},$$

because the squared Fresnel integral is $2\pi\hbar/(Fv)$. The radial speed is $v=v_0\sqrt{1-761/25000-0.25}=0.85v_0$, where 761 eV is the nuclear repulsion at the crossing and 25000 eV the energy of relative motion. With $\hbar v=3.28$ eV Å and $F=695$ eV/Å, $P\approx10^{-5}$.

This number is not the actual rotational transfer, because the coupling is far from constant. The matrix element happens to be small at the crossing: its magnitude is about $0.15\hbar$ at 0.50 Å and $0.35\hbar$ at 0.40 Å, where the third $\sigma$ level is changing character. Both distances lie within the roughly 0.1 Å over which the crossing acts at this speed. Finding the transfer requires following the coupled levels along the path. The estimate also leaves out spin-orbit coupling, which can mix $\sigma$ with $\pi$.

At the avoided crossing of the odd $\sigma$ levels, the half-gap, at most 2.1 eV, plays the part of $H$ between the two uncoupled curves. The gap closes from 60.0 to 4.2 eV between 0.5 and 0.4 Å, an average $F$ of 558 eV/Å. The same formula gives a probability of about 0.015 or less for leaving the promoted curve. By this estimate, most electrons on it at 50 keV keep their $4f$ character and are carried toward the levels above.

Exchange with the fourth odd $\sigma$ level alone would not open a hole while both levels are full: mixing two filled orbitals leaves their determinant unchanged, apart from a phase. An L vacancy requires transfer to an empty place. Radial motion could provide it by coupling the promoted orbital to higher odd $\sigma$ states. In this model those above the fourth are unbound at the distances in the table; a real ionized pair may bind some. That is a conjecture here: neither this coupling nor its probability was calculated. The $4f\sigma$ orbital holds two electrons, so one passage through this channel can leave at most two L vacancies.

## The beam energy that reaches the crossing

For equal masses, one initially at rest, the reduced mass is half the atomic mass, so the energy of relative motion is $E_{\rm lab}/2$. At closest approach the radial speed is zero and

$$\frac{E_{\rm lab}}2\left(1-\frac{b^2}{R^2}\right)=V(R),\qquad E_{\rm lab}=\frac{2V(R)}{1-b^2/R^2}.$$

For $V$ use the ZBL potential, $V=(Z^2/R)\Phi(R/a_u)$ in atomic units, with $a_u=0.8854/(2Z^{0.23})$ and

$$\Phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.$$

At 0.418 Å, $x=3.27$ and $\Phi=0.113$, so $V=761$ eV. A head-on collision needs about 1.5 keV in the beam to reach the crossing.

In the 50 keV example the $\sigma$–$\pi$ crossing acts over a range of distance. The phase accumulated over a distance $d$ from it is $Fd^2/(2\hbar v)$; setting this to one gives $d=\sqrt{2\hbar v/F}=0.097$ Å. The estimate assumes nearly constant speed and a constant slope $F$. The second assumption can hold only along the promoted curve, since the third odd $\sigma$ level itself bends near 0.4 Å. The estimate does not apply to a collision that turns back at the crossing, and so does not give the width of the onset in beam energy.

## The model beside real silicon

The 50 keV beam and the 100 eV L level are rough inputs chosen to represent silicon implantation. Frozen screening is a serious approximation, since the electron cloud contracts as the nuclear charges merge. Shortening $a$ by $2^{-1/3}$, the Thomas–Fermi scaling for doubled charge, moves the crossing to 0.524 Å and the head-on beam energy to 0.83 keV. This shift measures sensitivity and is not an error bound: the shorter length was applied at every separation, where it also alters the isolated atoms: their $2p$ level rises to about $-49$ eV, their $3p$ level is no longer bound, and the crossing lies at only $-3$ eV, so it is a rough analogue of the first crossing, not the same one displaced. Fitting $a$ to the L level leaves the valence levels too shallow: the isolated $3s$ and $3p$ lie at $-6.6$ and $-0.5$ eV, whereas real silicon binds its $3p$ electron by about 8 eV, and both crossings involve levels that come from them. The frozen model further puts united-atom $3d$ at $-110$ eV, whereas in nickel, the true united atom, $3d$ is a valence shell. Other L-derived orbitals may thus also lose binding at smaller $R$.

The isolated $2p$ spin-orbit splitting is 0.64 eV. Divided by 695 eV/Å, it corresponds to a shift of the crossing by about 0.001 Å. Its effect on transitions may matter more, because 0.64 eV is about nine times the rotational coupling at the crossing point itself. The $\sigma$–$\pi$ spin-orbit element was not calculated, so the $10^{-5}$ above is no limit on the total transfer there.

## What to do about it

In a collision simulation, treat silicon pairs that approach within about 0.4 to 0.5 Å, a first guess from the two screening choices and not a bound for real silicon, as candidates for L-shell excitation. Test the closest approach, not the beam energy alone, because a fast ion with a large impact parameter may never reach this region. Do not assign a vacancy to every candidate: the level diagram supplies a distance, and the probability needs a coupled calculation or a measurement.

Removing one L electron costs roughly 100 eV. If a vacancy forms in a collision with 761 eV of relative motion, that loss is too large to ignore.

For unlike atoms, recompute the diagram, since inversion symmetry is lost and even and odd levels can mix. For annealing, keep the two kinds of vacancy apart: an inner-shell hole refills by electronic decay long before any anneal begins, while displaced atoms can remain. The numerical output below lists selected level energies.

## Calculated quantities

```
BARE NUCLEI, Z = 14 each, one electron
orbital: binding/Z^2 at ZR=0.05; (binding-Z/R)/Z^2 at ZR=80
  2s-sigma: 0.4992; 0.1245
  3p-sigma: 0.2223; 0.1245
  3d-sigma: 0.2222; 0.1255
  4f-sigma: 0.1250; 0.1255
  2p-pi: 0.4999; 0.1250
  3d-pi: 0.2222; 0.1250
  3s-sigma: 0.2220; 0.0543
  3p-pi: 0.2222; 0.0549
  3d-delta: 0.2222; 0.0555
outer eta node of 4f-sigma: 0.7746 at ZR=0.05, 0.9510 at ZR=40
R (angstrom): 4f-sigma, 3d-sigma, 3p-pi energies (eV)
  0.05: -670.4, -1213.9, -1121.7
  0.10: -682.5, -1325.3, -1024.3
  0.20: -746.7, -1649.5, -866.3
  0.40: -1002.3, -1417.0, -675.5
  0.80: -948.8, -975.6, -507.1
4f-sigma/3p-pi crossing: ZR = 6.556, R = 0.2478 angstrom
SCREENED SILICON PAIR (frozen Moliere potentials)
input isolated 2p level: -100.0 eV; screening length: 0.2134 angstrom
isolated 2s, 3s, 3p: -140.7, -6.63, -0.51 eV
united 3p, 4p, 3d: -173.2, -16.3, -109.9 eV
united lowest f basis level (positive = unbound): 0.73 eV
R (angstrom): sigma_u 3, sigma_u 4, sigma_g 3, pi_g 1, pi_u 2 (eV)
  1.6: -104.8, -6.0, -105.5, -104.6, -6.4
  1.0: -113.4, -7.0, -123.6, -116.0, -12.7
  0.7: -113.1, -8.9, -144.8, -130.6, -15.3
  0.5: -71.8, -11.8, -172.0, -145.5, -21.5
  0.4: -17.6, -13.4, -198.8, -153.1, -29.5
  0.3: -18.5, 2.5, -246.9, -157.2, -43.6
  0.2: -24.6, 1.9, -331.6, -150.0, -68.6
  0.1: -31.2, 1.3, -157.0, -126.0, -114.8
outermost sigma_u 3 / pi_u 2 crossing: 0.4180 angstrom at -27.7 eV
rotational matrix element there: 0.016 hbar
ZBL repulsion at crossing: 761 eV; head-on threshold beam energy: 1523 eV
crossing with contracted screening: 0.5240 angstrom; beam 825 eV
example beam: 50000 eV, mass 28 u, impact parameter 0.2090 angstrom
rotational coupling at crossing: 0.07 eV
difference of level slopes: 694.9 eV/angstrom
half-width of crossing from finite speed, sqrt(2 hbar v/slope): 0.0971 angstrom
isolated 2p spin-orbit splitting: 0.64 eV
```
